# Open-Base Breakdown of a Parasitic Bipolar Transistor

## Problem

An n-channel MOSFET contains a parasitic npn transistor: the source is the emitter, the p-type body is the base and the drain is the collector. Hot electrons crossing the reverse-biased drain junction create electron-hole pairs by impact ionization. The holes flow into the body and can switch this transistor on.

Let $V$ be the reverse voltage of the collector-base junction and $B$ its breakdown voltage with the emitter open. Avalanche multiplication follows Miller's empirical law,

$$M(V)=\frac{1}{1-(V/B)^n}. \qquad (1)$$

The common-base current gain without avalanche is $\alpha$, the fraction of the emitter current that reaches the collector junction. The leakage current of that junction before multiplication is $I_0$. Take $\alpha$ as independent of current and voltage until part (d).

(a) Find the collector current with the base open, and the condition under which it diverges.

(b) Explain this condition by following the holes returned to the base.

(c) Show that for $n=4$ and $\alpha=0.99$ the open-base breakdown voltage is about 32 percent of $B$. Evaluate it for $B=40$ V, and find how the current rises below breakdown.

(d) Estimate the effects of the emitter-base voltage, a current-dependent gain, a body contact, base narrowing, temperature and tunnelling.

(e) Compare Miller's law with a calculation of ionization in a silicon junction. How far does the 32 percent depend on $n=4$?

## Solution

### (a) Current with the base open

All currents are counted as positive magnitudes. The current arriving at the collector junction is $\alpha I_E+I_0$. Assume that both parts are multiplied by the same factor:

$$I_C=M(\alpha I_E+I_0). \qquad (2)$$

If the emitter is open, $I_E=0$ and $I_C=MI_0$. This diverges when $M\to\infty$, at $V=B$, which is why $B$ in Miller's law is the open-emitter breakdown voltage.

If the base is open, no current leaves through its terminal, so $I_E=I_C=I$. Equation (2) becomes

$$I=\alpha MI+MI_0,$$

and collecting the terms in $I$ gives

$$I=\frac{MI_0}{1-\alpha M}. \qquad (3)$$

At zero voltage $M=1$ and the denominator is $1-\alpha>0$. As the voltage rises, $M$ increases and the denominator shrinks. The current diverges when

$$\alpha M=1. \qquad (4)$$

Here $M$ is finite. Beyond this point equation (3) gives a negative current, so there is no steady state of the assumed kind at fixed voltage.

### (b) The hole feedback

An emitter current $I_E$ consumes a hole current $(1-\alpha)I_E$, through recombination and through injection of holes into the emitter. A hole current $h$ supplied to the base therefore supports an emitter current

$$I_E=\frac{h}{1-\alpha}.$$

Of this, $\alpha h/(1-\alpha)$ reaches the collector junction. Each arriving electron produces on average $M-1$ additional pairs, whose holes return to the base. The returned hole current is $gh$, with loop gain

$$g=\frac{\alpha(M-1)}{1-\alpha}=\beta(M-1),\qquad \beta=\frac{\alpha}{1-\alpha}. \qquad (5)$$

The multiplied leakage supplies the first hole current, $MI_0$. Adding the emitter currents of all rounds gives, for $g<1$,

$$I=\frac{MI_0}{1-\alpha}\left(1+g+g^2+\cdots\right)=\frac{MI_0}{(1-\alpha)(1-g)}.$$

The denominator is

$$(1-\alpha)(1-g)=1-\alpha-\alpha(M-1)=1-\alpha M,$$

so the sum reproduces equation (3). If $g>1$, each round is larger than the one before and the series diverges. The threshold $g=1$ means

$$M-1=\frac{1}{\beta}.$$

A transistor with high gain needs few returned holes, because each one supports the emission of many electrons. This is why the open-base transistor breaks down at a lower voltage than its collector junction alone.

### (c) The breakdown voltage

Write $V_o$ for the junction voltage at open-base breakdown. Condition (4) requires $1/M=\alpha$. Inverting Miller's law gives $1/M=1-(V/B)^n$, hence

$$1-\left(\frac{V_o}{B}\right)^n=\alpha .$$

Moving the terms and taking the positive $n$th root,

$$\boxed{V_o=B(1-\alpha)^{1/n}} \qquad (6)$$

Since $1+\beta=1/(1-\alpha)$, this is also $V_o=B/(1+\beta)^{1/n}$. For the given values,

$$\frac{V_o}{B}=(0.01)^{1/4}=\frac{1}{\sqrt{10}}=0.316,$$

or about 32 percent. With $B=40$ V,

$$V_o=40\ \mathrm{V}\times0.3162=12.65\ \mathrm{V}.$$

The common-emitter gain is $\beta=99$, and the multiplication at breakdown is $M=1/0.99=1.0101$. About one additional pair per hundred arriving electrons closes the loop.

The limits of equation (6) are reasonable. As $\alpha\to0$ there is no transistor action and $V_o\to B$. As $\alpha\to1$ the base consumes no holes, and any multiplication suffices, so $V_o\to0$. At fixed $\alpha=0.99$ the exponent matters strongly: the ratio is 0.215 for $n=3$, 0.398 for $n=5$ and 0.464 for $n=6$.

To find the rise of the current below breakdown, divide the numerator and denominator of equation (3) by $M$ and insert Miller's law:

$$I=\frac{I_0}{1/M-\alpha}=\frac{I_0}{1-\alpha-(V/B)^n}.$$

Equation (6) gives $(V/B)^n=(1-\alpha)(V/V_o)^n$. Therefore

$$I=\frac{I_0}{1-\alpha}\,\frac{1}{1-(V/V_o)^n}. \qquad (7)$$

The open-base current follows a law of Miller's form with the same exponent, but with $V_o$ in place of $B$ and with the leakage amplified by $1/(1-\alpha)$. Equation (7) takes $I_0$ as constant. This fails below several $k_BT/q$, since the leakage itself vanishes at zero voltage. At higher voltages it is still an approximation, because leakage generated in the depletion region grows with the width of that region. In the junction of part (e), this width is about four times larger at 12.65 V than at zero bias. For $I_0=1$ pA the current is 100 pA at small reverse voltages where multiplication is negligible (the formal limit $V\to0$ of equation (7)), 107 pA at $0.5V_o$, 291 pA at $0.9V_o$ and 2.54 nA at $0.99V_o$. With $I_0$ and $\alpha$ held constant, most of the rise is concentrated near breakdown. These currents illustrate equation (7); they do not predict the current of a real device, whose gain at such small currents can be far below 0.99, as discussed in part (d).

### (d) Effects outside the simple result

The parameters below are rough typical values for a high-voltage silicon MOSFET with a lightly doped drain. Each effect is estimated separately, with $n=4$.

**Emitter-base voltage.** Equation (6) gives a junction voltage. The terminal voltage also includes the forward voltage of the emitter junction:

$$V_{CE}=V+V_{BE},\qquad V_{BE}=\frac{k_BT}{q}\ln\left(1+\frac{I_E}{I_S}\right).$$

For $I_S=1$ fA, $T=300$ K and $I_E=1$ mA, $V_{BE}=0.714$ V. The terminal voltage is then 13.36 V, or 33.4 percent of $B$. The correction is small here because $V_o\gg V_{BE}$; it would be important in a transistor with a breakdown voltage of a few volts.

**Current-dependent gain.** Recombination in the emitter-base depletion region varies roughly as $\exp(qV_{BE}/2k_BT)$, thus as the square root of the emitter current. Its share of the total current grows as the current falls. A simple description is

$$1-\alpha(I)=0.01\left(1+\sqrt{\frac{I_k}{I}}\right),\qquad I_k=1\ \mu\mathrm{A}.$$

Solving the open-base balance $I=M(\alpha I+I_0)$ for the voltage gives

$$\left(\frac{V}{B}\right)^n=1-\frac1M=1-\alpha(I)-\frac{I_0}{I}.$$

At 1 nA, $\alpha=0.674$ and $V=30.2$ V. At 1 µA, $\alpha=0.980$ and $V=15.0$ V. At 1 mA, $\alpha=0.9897$ and $V=12.75$ V. The voltage falls as the current rises: this is snapback. The 32 percent therefore describes the voltage sustained once the gain has reached 0.99. It need not be the voltage at which the current first begins to rise. The gain law used here omits the loss of gain at high injection, and it cannot be continued below about 0.1 nA, where it would make $\alpha$ negative. It therefore shows the falling branch of snapback but not the point at which that branch begins.

**Body contact.** A real body is often connected to the source through a resistance $R$. It drains a hole current $I_D=V_{BE}/R$, which the avalanche must also supply. The collector current is now $I_E+I_D$, and equation (2) gives

$$M=\frac{I_E+I_D}{\alpha I_E+I_0}.$$

For $R=10$ kΩ and $I_E=1$ mA, $I_D=0.0714$ mA. Neglecting the leakage,

$$M=\frac{1.0714}{0.99}=1.082,\qquad \frac{V}{B}=\left(1-\frac{1}{1.082}\right)^{1/4}=0.525,$$

so the junction voltage is 21.0 V. At 10 mA it falls to 14.6 V, because $V_{BE}$ grows only logarithmically and the drained fraction becomes smaller. The open-base result is approached when $I_D\ll(1-\alpha)I_E$.

**Base narrowing.** As the collector voltage rises, the depletion region extends slightly into the base. For a base doping of $2\times10^{17}$ cm$^{-3}$ and the drain doping found in part (e), the neutral base shrinks by 61 nm from its zero-bias width of 1000 nm. If recombination in the neutral base dominates the loss, $1-\alpha$ is proportional to the square of its width. With $\alpha=0.99$ at zero bias,

$$V=12.65\ \mathrm{V}\times\left[(1-0.0611)^2\right]^{1/4}=12.26\ \mathrm{V}.$$

This is a first estimate, since the narrowing was evaluated at the original $V_o$ and with the one-sided depletion width; sharing the voltage between the two sides gives 59 nm. The square law also needs a short lifetime: with an electron diffusion constant near 15 cm$^2$/s, a loss of 0.01 in a 1000 nm base requires about 30 ns. If injection of holes into the emitter dominates instead, $1-\alpha$ is proportional to the width itself and the result is about 12.5 V.

**Temperature.** Suppose that at 400 K the gain has risen to $\beta=150$ and the collector-base breakdown voltage to 43.2 V; both are rough assumptions. Then

$$V_o=\frac{43.2\ \mathrm{V}}{(151)^{1/4}}=12.3\ \mathrm{V}.$$

The higher gain lowers the voltage and the higher $B$ raises it, so the two changes largely cancel for these assumptions, which include an unchanged $n$. That last assumption is doubtful, because ionization at low field is more sensitive to temperature than $B$ is. With the usual temperature dependence added to the two sets of coefficients in part (e), the same change of gain leaves the open-base voltage higher at 400 K than at 300 K, by roughly 6 to 20 percent. Even the sign of the net shift is therefore uncertain.

**Tunnelling.** A rough band-to-band generation rate for silicon is $AF^2\exp(-F_0/F)$, with $A=3.5\times10^{21}$ cm$^{-1}$ s$^{-1}$ V$^{-2}$ and $F_0=22.5$ MV/cm. Applying the peak field throughout the depletion region overestimates the current of this model. Even at 40 V the result is $7\times10^{-13}$ A/cm$^2$. This number depends exponentially on $F_0$ and may be wrong by several powers of ten; including the band-gap factors omitted from this simple form would lower it further. Tunnelling is negligible for this lightly doped junction. A much more heavily doped junction has a higher field and needs a separate estimate.

### (e) How reliable is the exponent?

Miller's law is an interpolation. The voltage $B$ is fixed where $M$ diverges, whereas open-base breakdown needs $M$ only one percent above unity. The exponent must therefore describe the junction at very low multiplication.

For comparison, let electrons enter the depletion region at $x=0$ and leave at $x=W$. Let $a_n(x)$ and $a_p(x)$ be the numbers of pairs created per unit length by one electron and one hole. The current densities satisfy

$$\frac{dJ_n}{dx}=a_nJ_n+a_pJ_p,\qquad J=J_n+J_p=\text{constant}.$$

Substitute $J_p=J-J_n$ and define $\phi(x)=\int_0^x(a_n-a_p)\,dx'$. Multiplying by $e^{-\phi}$ gives

$$\frac{d}{dx}\left(J_ne^{-\phi}\right)=a_pJe^{-\phi}.$$

With leakage neglected, no holes enter at $W$, so $J_n(W)=J$. Integrating from 0 to $W$ and dividing by $J$,

$$\frac{J_n(0)}{J}=e^{-\phi(W)}-\int_0^W a_pe^{-\phi}\,dx.$$

Because $\phi'=a_n-a_p$, we also have $e^{-\phi(W)}=1-\int_0^W(a_n-a_p)e^{-\phi}dx$. The terms in $a_p$ cancel. Since $M=J/J_n(0)$,

$$1-\frac1M=\int_0^W a_n e^{-\phi}\,dx. \qquad (8)$$

Collector breakdown occurs when this integral is 1. Open-base breakdown occurs when it is $1-\alpha=0.01$.

Take a one-sided junction whose depletion region lies in the drain. With drain doping $N$, permittivity $\epsilon=11.7\epsilon_0$ and built-in voltage $V_b=0.8$ V,

$$W=\sqrt{\frac{2\epsilon(V+V_b)}{qN}},\qquad F(x)=\frac{qN}{\epsilon}(W-x).$$

The electrons enter at the high-field side. As inputs to the model, take coefficients of the size found in silicon. Their digits define the calculation and do not indicate its accuracy. With $F$ in V/cm and the results in cm$^{-1}$,

$$a_n=7.03\times10^5e^{-1.231\times10^6/F},$$

$$a_p=\begin{cases}1.582\times10^6e^{-2.036\times10^6/F},&F<4\times10^5,\\6.71\times10^5e^{-1.693\times10^6/F},&F\ge4\times10^5.\end{cases}$$

Requiring breakdown at 40 V gives $N=1.5\times10^{16}$ cm$^{-3}$ and a peak field of 0.44 MV/cm. At 12.65 V the peak field is 0.25 MV/cm, but the calculated multiplication is already 1.086. The loop gain is then

$$g=99\times0.086\approx8.5,$$

far above the threshold. In this model open-base breakdown occurs at about 6.9 V, or 17 percent of $B$. The exponent that would make equation (6) reproduce this ratio is

$$n_{\mathrm{eff}}=\frac{\ln(0.01)}{\ln(0.171)}\approx2.6.$$

This is a large disagreement with $n=4$, but the ionization model is not a final answer either. At 6.9 V the peak field is only 0.19 MV/cm. About half of the calculated ionization then comes from fields below 0.175 MV/cm, where the coefficients are extrapolated below the range in which they were fitted. Another common set for silicon, in the same units, is

$$a_n=0.426\,F\,e^{-(4.81\times10^5/F)^2},\qquad a_p=0.243\,F\,e^{-(6.53\times10^5/F)^2}.$$

With the doping again adjusted to give breakdown at 40 V, it puts open-base breakdown at about 10 V, or 25 percent of $B$, and gives $n_{\mathrm{eff}}\approx3.3$. The calculation therefore shows that the ratio is sensitive to the ionization data, and does not fix its value.

Both sets are used here as if ionization depended only on the local field. An electron entering from the base must first gain enough energy to create a pair, and neglecting that distance overestimates the multiplication at low voltage. Including it would raise the open-base voltage above 6.9 V; the amount is not calculated here. The model also omits junction curvature.

For a real MOSFET, the doping and breakdown voltage used here are plausible for a high-voltage device, but the open base is a special condition. It is closest to a transistor with a floating body, such as a silicon-on-insulator device without a body contact. The channel current is omitted throughout, so the results apply with the gate off; with the channel conducting, its multiplied current is an additional and usually much larger source of holes than $I_0$. With a 10 kΩ body contact and $n=4$, the calculated junction voltage at 1 mA moved from about 12.65 V to 21 V. Replacing Miller's law with the ionization calculation moved the open-base value in the other direction, to about 7 or 10 V depending on the coefficients. The value with the body contact is also sensitive to this choice: at 1 mA the two sets of coefficients give about 12.5 V and 15.3 V instead of 21 V. A design estimate therefore needs the collector-base breakdown voltage, the body resistance, the gain at the operating current, and an exponent chosen so that, with $B$ held fixed, Miller's law reproduces the measured multiplication at the value required for breakdown. That value is $M-1=1/\beta$ for an open base and larger with a body contact, for example 0.082 in the 1 mA case above. This exponent is not the local slope $d\ln(1-1/M)/d\ln V$. At open-base breakdown that slope is about 3.7 and 5.6 for the two sets, and using it in equation (6) with $B=40$ V would give 11.6 V and 17.6 V instead of about 7 V and 10 V. The figure of 32 percent follows from $\alpha=0.99$ and $n=4$; it is not a general property of silicon transistors. The numerical output below collects the main calculated values, except those for the second set of ionization coefficients and for the body contact combined with the ionization model.

## Table of computed values

```
Collector-base breakdown voltage: 40.0 V
Common-base gain alpha: 0.990
Common-emitter gain beta: 99.0
Miller exponent: 4.0
Open-base voltage, formula: 12.6491 V
Open-base voltage, feedback rounds: 12.6491 V
Ratio to collector-base breakdown: 0.3162
Multiplication M at open-base breakdown: 1.01010
Leakage before multiplication: 1.0 pA
Collector current at 0.00 V_open: 100.0 pA
Collector current at 0.50 V_open: 106.7 pA
Collector current at 0.90 V_open: 290.8 pA
Collector current at 0.99 V_open: 2537.8 pA
Ratio if exponent is 3: 0.2154
Ratio if exponent is 5: 0.3981
Ratio if exponent is 6: 0.4642
Emitter saturation current: 1.0 fA
Temperature: 300 K
Emitter-base voltage at 1 mA: 0.714 V
Terminal collector-emitter voltage: 13.36 V
Terminal voltage ratio: 0.334
Recombination corner current: 1.0 uA
Varying gain: alpha at 0.001 uA: 0.6738
Varying gain: junction voltage at 0.001 uA: 30.21 V
Varying gain: alpha at 1 uA: 0.9800
Varying gain: junction voltage at 1 uA: 15.04 V
Varying gain: alpha at 1000 uA: 0.9897
Varying gain: junction voltage at 1000 uA: 12.75 V
Body-contact resistance: 10.0 kohm
Body contact: junction voltage at 1 mA: 21.00 V
Body contact: junction voltage at 10 mA: 14.57 V
Built-in voltage: 0.8 V
Drain doping giving the same breakdown: 1.504e+16 cm^-3
Peak field at collector-base breakdown: 0.436 MV/cm
Peak field at V_open: 0.250 MV/cm
Ionization model: M at V_open: 1.0863
Ionization model: open-base voltage: 6.85 V
Ionization model: ratio: 0.171
Ionization model: effective exponent: 2.61
Base doping: 2.0e+17 cm^-3
Neutral base width at zero bias: 1000 nm
Base narrowing at V_open: 61.1 nm
Open-base voltage with narrowed base: 12.26 V
Assumed beta at 400 K: 150
Assumed collector-base breakdown at 400 K: 43.2 V
Open-base voltage at 400 K: 12.32 V
Tunnelling current bound at 40 V: 7.4e-13 A/cm2
```
